# Franz two-band and parabolic decay constants in a wide-gap barrier

## Question

An electron tunnels into the charge-trap layer of a memory cell through an insulator with band gap $E_g=9.0$ eV. Its energy lies a depth $E=3.1$ eV below the conduction edge of the insulator. The conduction band has the band-edge mass $m=0.50\,m_e$, where $m_e$ is the free-electron mass. These are round model parameters.

Motion is along $x$ with no transverse wave vector. The energy $\varepsilon$ is counted from the conduction edge, so that $\varepsilon=-E$ in the gap and the valence edge lies at $\varepsilon=-E_g$. The decay constant $\kappa>0$ refers to the amplitude, which falls as $e^{-\kappa x}$; the density falls as $e^{-2\kappa x}$. Energies are in eV and lengths in nm, with $\hbar^2/m_e=0.07620$ eV nm².

Two descriptions of the insulator are to be compared. The parabolic one keeps the conduction band alone, $\varepsilon=\hbar^2k^2/2m$. The Franz two-band one also includes the valence band, through

$$
H(k)=\begin{pmatrix}0 & Pk\\ Pk & -E_g\end{pmatrix},
$$

acting on the conduction amplitude $a$ and the valence amplitude $b$, with a real coupling $P$.

## Part (a)

**Find the bands of $H(k)$ and fix $P$ so that the conduction edge has the mass $m$. What is the mass at the valence edge?**

*Model answer.* A nonzero solution of $H(a,b)^T=\varepsilon(a,b)^T$ requires

$$
\det\begin{pmatrix}-\varepsilon & Pk\\ Pk & -E_g-\varepsilon\end{pmatrix}
=\varepsilon(\varepsilon+E_g)-P^2k^2=0 .
$$

Hence

$$
\varepsilon(\varepsilon+E_g)=P^2k^2. \tag{1}
$$

Near the conduction edge $|\varepsilon|\ll E_g$, so the second factor on the left may be replaced by $E_g$. This gives $\varepsilon\simeq P^2k^2/E_g$. Equating it to $\hbar^2k^2/2m$ yields

$$
P^2=\frac{\hbar^2E_g}{2m}. \tag{2}
$$

With the data, $P=\sqrt{0.07620\times9.0/(2\times0.50)}=0.828$ eV nm. The curvature of the numerically diagonalized band of a lattice version of this model, described in part (h), returns a mass of $0.500\,m_e$, as equation (2) requires.

Near the valence edge write $\varepsilon=-E_g-\delta$ with $0<\delta\ll E_g$. The left side of (1) is then $(-E_g-\delta)(-\delta)\simeq E_g\delta$, so $\delta\simeq P^2k^2/E_g=\hbar^2k^2/2m$. The valence band curves downward with the same mass magnitude $m$. This equality is a property of the model, because the interband coupling is its sole source of dispersion. In particular $H(k)$ leaves out the free-electron term $\hbar^2k^2/2m_e$, which for $m=0.50\,m_e$ is half of $\hbar^2k^2/2m$ and so is not small. Part (g) treats a case in which it does not hold.

## Part (b)

**Obtain the decay constant at depth $E$ in each description.**

*Model answer.* In the gap the left side of (1) is negative, so $k^2$ is negative and $k$ is imaginary. The choice $k=i\kappa$ makes $e^{ikx}=e^{-\kappa x}$, the wave that decays towards positive $x$.

For the parabolic band, $-E=\hbar^2(i\kappa)^2/2m=-\hbar^2\kappa^2/2m$, and therefore

$$
\kappa_p^2=\frac{2mE}{\hbar^2}. \tag{3}
$$

For the two-band model, put $\varepsilon=-E$ and $k^2=-\kappa^2$ in (1):

$$
-E(E_g-E)=-P^2\kappa^2 .
$$

Dividing by $-P^2$ and inserting (2) gives

$$
\kappa_F^2=\frac{E(E_g-E)}{P^2}
=\frac{2m}{\hbar^2}\,\frac{E(E_g-E)}{E_g}
=\frac{2mE}{\hbar^2}\left(1-\frac{E}{E_g}\right). \tag{4}
$$

This is the Franz dispersion. It holds for $0<E<E_g$; outside that interval the right side is negative and the wave propagates.

## Part (c)

**By what percentage does the decay constant change when the parabolic law is replaced by the Franz law at the same band-edge mass? Does the answer depend on that mass? How good is an estimate to first order in $E/E_g$?**

*Model answer.* Dividing (4) by (3) and taking the positive root,

$$
\frac{\kappa_F}{\kappa_p}=\sqrt{1-\frac{E}{E_g}}
=\sqrt{1-\frac{3.1}{9.0}}=\sqrt{0.6556}=0.810. \tag{5}
$$

The decay constant falls by $1-0.810=0.190$, or about 19 percent of its parabolic value. The separate values are

$$
\kappa_p=\sqrt{\frac{2\times0.50\times3.1}{0.07620}}=6.378\ \text{nm}^{-1},
\qquad
\kappa_F=0.8097\times6.378=5.164\ \text{nm}^{-1}.
$$

The mass has cancelled in (5). It sets the scale of both decay constants but not their ratio. Numerical solutions with $m=0.50\,m_e$ and $m=0.30\,m_e$ both give the ratio 0.8096.

For small $u=E/E_g$ the expansion

$$
1-\sqrt{1-u}=\frac u2+\frac{u^2}{8}+\dots
$$

gives the fractional fall. Its first term is $0.3444/2=0.172$, or 17.2 percent. The second term adds $0.3444^2/8=0.015$, which supplies most of the missing 1.8 percentage points. The depth is more than a third of the gap, so the square root should be kept.

## Part (d)

**Find how the density is shared between the two bands at depth $E$, and use it to interpret the Franz law. Then compare the two laws across the whole gap.**

*Model answer.* The first row of the eigenvalue equation, with $\varepsilon=-E$ and $k=i\kappa_F$, reads $-Ea=iP\kappa_F b$. Thus

$$
\frac ba=-\frac{E}{iP\kappa_F}=\frac{iE}{P\kappa_F},
\qquad
\left|\frac ba\right|^2=\frac{E^2}{P^2\kappa_F^2}
=\frac{E^2}{E(E_g-E)}=\frac{E}{E_g-E},
$$

where the first form of (4) was used. The valence and conduction shares of the density are then

$$
\frac{|b|^2}{|a|^2+|b|^2}=\frac{E}{E_g},
\qquad
\frac{|a|^2}{|a|^2+|b|^2}=1-\frac{E}{E_g}. \tag{6}
$$

In this model $\kappa_F^2$ is therefore $\kappa_p^2$ multiplied by the conduction share. The equality is special to $H(k)$ as given: in the extension of part (g) with $f=0.5$ the squared ratio is 0.792 while the conduction share is 0.759. At 3.1 eV the evanescent wave is already 34 percent valence-like. The parabolic law treats it as wholly conduction-like and takes no account of the second band edge, at which evanescent waves turn into propagating ones.

Three regions of the gap follow from (4).

- Near the conduction edge, $E\ll E_g$, the bracket tends to 1 and the parabolic law is recovered.
- At midgap $\kappa_F$ is greatest, since $d\kappa_F^2/dE=(2m/\hbar^2)(1-2E/E_g)$ vanishes at $E=E_g/2$ and changes there from positive to negative. The ratio (5) is then $1/\sqrt2$.
- Near the valence edge $\kappa_F$ tends to zero. Equation (4) is unchanged under $E\to E_g-E$, so equal distances from the two edges give equal decay constants. The parabolic $\kappa_p$ goes on growing as $\sqrt E$.

| $E$ (eV) | $\kappa_F$ (nm⁻¹) | $\kappa_p$ (nm⁻¹) |
|---|---|---|
| 0.5 | 2.489 | 2.562 |
| 3.1 | 5.164 | 6.378 |
| 4.5 | 5.434 | 7.685 |
| 5.9 | 5.164 | 8.799 |
| 8.5 | 2.489 | 10.562 |

At 0.5 eV the two laws differ by about 3 percent. At 8.5 eV the parabolic value is more than four times the Franz value. A hole-like process near the valence edge cannot be described by continuing the conduction parabola downwards.

## Part (e)

**The barrier is flat and has thickness $L=2.0$ nm. Compare the exponential factors by which the density falls across it. Would the percentage found in part (c) apply to the whole tunnelling exponent if a field tilted the barrier?**

*Model answer.* The density factor is $e^{-2\kappa L}$, with the 2 arising from the square of the amplitude. The exponents are

$$
2\kappa_pL=2\times6.378\times2.0=25.51,
\qquad
2\kappa_FL=2\times5.164\times2.0=20.66,
$$

and the factors are $8.3\times10^{-12}$ and $1.07\times10^{-9}$. Their quotient is

$$
e^{2(\kappa_p-\kappa_F)L}=e^{25.513-20.657}=e^{4.856}\simeq130 .
$$

A change of 19 percent in the decay constant thus alters the density factor by about two orders of magnitude, because it multiplies a large exponent. The quotient itself grows exponentially with $L$. Unlike the ratio (5), it depends on the mass, since $\kappa_p-\kappa_F$ is proportional to $\sqrt m$.

These are exponential factors and not complete transmission probabilities. Matching the waves at the two interfaces gives prefactors that depend on the electrodes and on the dispersion used, and they are left out here.

In a field the depth varies along the path. If it varies slowly, the exponent becomes $2\int\kappa(E(x))\,dx$, and (5) applies locally:

$$
\kappa_F(E(x))=\kappa_p(E(x))\sqrt{1-E(x)/E_g}.
$$

Suppose the electron enters at a depth of 3.1 eV and the depth then decreases along its path. Beyond the entrance the square root is closer to 1, so the exponent as a whole falls by less than 19 percent. The figure belongs to a depth and not to a device.

## Part (f)

**A colleague keeps the parabolic law but chooses its mass to reproduce the Franz decay constant at $E_0=3.1$ eV. Find this mass, and the error the fit makes at a depth of 1.0 eV.**

*Model answer.* The fitted mass $m_\text{fit}$ must satisfy

$$
\frac{2m_\text{fit}E_0}{\hbar^2}=\frac{2mE_0}{\hbar^2}\left(1-\frac{E_0}{E_g}\right),
$$

so that

$$
m_\text{fit}=m\left(1-\frac{E_0}{E_g}\right)=0.50\,m_e\times0.6556=0.328\,m_e. \tag{7}
$$

With this mass the two laws agree at $E_0$, and the 19 percent difference disappears there. The difference in part (c) is thus a statement about equal band-edge masses. A tunnelling mass fitted at one depth already contains the two-band reduction at that depth; inserting it into (4) as if it were the band-edge mass would count the reduction twice.

At another depth $E$ the fitted parabola gives $\kappa_\text{fit}^2=2m_\text{fit}E/\hbar^2$. Division by (4) leaves

$$
\frac{\kappa_\text{fit}(E)}{\kappa_F(E)}=\sqrt{\frac{1-E_0/E_g}{1-E/E_g}} . \tag{8}
$$

For $E=1.0$ eV this is $\sqrt{(5.9/9.0)/(8.0/9.0)}=\sqrt{5.9/8.0}=0.859$. The fitted decay constant is 14 percent too small relative to the Franz value, so the fit makes the barrier too transparent at this depth. For $E>E_0$ the ratio (8) exceeds 1 and the error has the opposite sign. Numerical solution of both models gives 1.000 for the ratio at 3.1 eV and 0.859 at 1.0 eV.

## Part (g)

**A term $\alpha k^2$ is added to the conduction entry of $H(k)$. Take $\alpha\ge0$, the sign given by remote bands that lie below the conduction edge. The conduction-edge mass is held at $m$. How does the ratio of part (c) change?**

*Model answer.* The secular equation becomes

$$
(\varepsilon-\alpha k^2)(\varepsilon+E_g)=P^2k^2 .
$$

Near the conduction edge $\varepsilon\simeq(\alpha+P^2/E_g)k^2$. Let

$$
A=\frac{\hbar^2}{2m}=\alpha+\frac{P^2}{E_g},
\qquad
f=\frac{P^2}{AE_g},
$$

so that $f$ is the share of the inverse conduction mass that comes from the valence band. Then $P^2=fAE_g$ and $\alpha=(1-f)A$, with $0\le f\le1$.

Near the valence edge, $\varepsilon=-E_g-\delta$, the leading terms are $(-E_g)(-\delta)=P^2k^2$. Hence $\delta=fAk^2$, and for $f>0$ the valence mass is $m_v=m/f$. A smaller $f$ means a heavier valence band.

In the gap put $\varepsilon=-E$ and $k^2=-\kappa^2$:

$$
(-E+\alpha\kappa^2)(E_g-E)=-P^2\kappa^2 .
$$

Collecting the terms in $\kappa^2$ gives $\kappa^2[P^2+\alpha(E_g-E)]=E(E_g-E)$. The square bracket equals

$$
A[fE_g+(1-f)(E_g-E)]=A[E_g-(1-f)E].
$$

Since $\kappa_p^2=E/A$,

$$
\frac{\kappa^2}{\kappa_p^2}=\frac{E_g-E}{E_g-(1-f)E}. \tag{9}
$$

For $f=1$ this is the Franz ratio squared. For $f\to0$ at fixed $E<E_g$ it tends to 1, because the valence band no longer takes part. The denominator grows with $f$, so the fall in $\kappa$ grows steadily from zero to the 19 percent of part (c) as $f$ goes from 0 to 1. Within this extension, the full 19 percent therefore requires equal masses at the two edges, and a valence band heavier than the conduction band makes the fall smaller.

The rule is limited to this extension. A remote band above the conduction edge gives $\alpha<0$ and $f>1$, and the fall then exceeds 19 percent: a band 10 eV above the edge with $\alpha=-0.020$ eV nm² gives about 24 percent. Equal masses alone do not fix the fall either: for $f=0.5$, adding $-\alpha k^2$ to the valence entry makes the masses equal and gives 16.5 percent. With the free-electron term $\hbar^2k^2/2m_e$ in both entries and the conduction mass held at $0.50\,m_e$, the valence edge becomes flat to order $k^2$ and the fall is only 5.4 percent. The 19 percent is the value of the Franz model and not a prediction for every insulator with this gap and mass.

## Part (h)

**To check the Franz law numerically, a chain of sites with spacing $d$ is given the alternating site energies $0$ and $-E_g$ and a uniform hopping $t$. Show that it reproduces (4) for small $d$, and find the leading error.**

*Model answer.* Let the amplitude be $a\lambda^n$ on even sites and $b\lambda^n$ on odd sites. Each site couples to its two neighbours, which gives

$$
\varepsilon a=t(\lambda+\lambda^{-1})b,
\qquad
(\varepsilon+E_g)b=t(\lambda+\lambda^{-1})a .
$$

Multiplying the two equations and cancelling $ab$,

$$
\varepsilon(\varepsilon+E_g)=t^2(\lambda+\lambda^{-1})^2 .
$$

For a travelling wave take $\lambda=ie^{iqd}$. Then $\lambda+\lambda^{-1}=i(e^{iqd}-e^{-iqd})=-2\sin qd$, and the right side is $4t^2\sin^2qd\simeq(2td)^2q^2$. This is (1) with $P=2td$.

In the gap take $\lambda=ie^{-\kappa d}$. Then $\lambda+\lambda^{-1}=i(e^{-\kappa d}-e^{\kappa d})=-2i\sinh\kappa d$, so that

$$
E(E_g-E)=4t^2\sinh^2\kappa d
\quad\Longrightarrow\quad
\sinh\kappa d=\frac{\sqrt{E(E_g-E)}}{2t}=\kappa_Fd .
$$

The last step uses $2t=P/d$ and (4). Expanding $\kappa d=\operatorname{arsinh}(\kappa_Fd)$ gives

$$
\kappa\simeq\kappa_F\left[1-\frac{(\kappa_Fd)^2}{6}\right]. \tag{10}
$$

The chain decay constant lies slightly below the Franz value, by an amount proportional to $\kappa_F^3$ at fixed $d$.

In the numerical check, with $d=0.005$ nm, one end of a finite chain is driven at the energy $-E$, the linear equations are solved, and $\kappa$ is read from the amplitudes away from both ends. Formula (4) is not used in that solution. At 3.1 eV the result is 5.1637 nm⁻¹, against 5.1643 nm⁻¹ from (4), a relative difference of about $10^{-4}$ with the sign given by (10). At 0.5 eV the difference should be smaller by the factor $(2.489/5.164)^3\simeq0.11$, and it is indeed at most about one unit in the fourth decimal. A similar one-band chain gives 6.3780 nm⁻¹ for the parabolic law, against 6.3783 nm⁻¹ from (3).

Agreement at all five depths in the table confirms the algebra from the two-band model to the Franz law, on both sides of midgap. It does not show that a given insulator has two bands of equal mass; that remains a physical assumption. The complete values are in the numerical output below.

## Numbers as computed

```
gap Eg = 9.0 eV
depth below conduction edge E = 3.1 eV
band-edge mass m = 0.50 electron masses
barrier thickness L = 2.0 nm
hbar^2/m_e = 0.076200 eV nm^2
interband coupling P = 0.8281 eV nm
mass from band curvature = 0.50001 electron masses
E/Eg = 0.3444
1 - E/Eg = 0.6556
parabolic kappa, formula = 6.3783 nm^-1
parabolic kappa, chain = 6.3780 nm^-1
Franz kappa, formula = 5.1643 nm^-1
Franz kappa, chain = 5.1637 nm^-1
ratio Franz/parabolic, formula = 0.8097
ratio, chains, m = 0.50: 0.8096
ratio, chains, m = 0.30: 0.8096
fall of decay constant = 19.03 percent
first-order estimate of fall = 17.22 percent
exponent 2 kappa L, parabolic = 25.513
exponent 2 kappa L, Franz = 20.657
density factor, parabolic = 8.313e-12
density factor, Franz = 1.068e-09
quotient of density factors, formula = 128.5
quotient of density factors, chains = 128.7
depth (eV); kappa in nm^-1: Franz, two-band chain, parabolic
  0.5  2.4894  2.4893  2.5616
  3.1  5.1643  5.1637  6.3783
  4.5  5.4339  5.4333  7.6848
  5.9  5.1643  5.1637  8.7993
  8.5  2.4894  2.4893  10.5617
parabolic mass fitted at 3.1 eV = 0.3278 electron masses
fitted parabola / two-band kappa at 3.1 eV, chains = 1.0001
fitted parabola / two-band kappa at 1.0 eV, chains = 0.8588
```
